# Hydrogen polarizability from the Dalgarno–Lewis equation by conjugate gradients

**The problem.** A hydrogen atom with a fixed nucleus is in its ground state. A weak, uniform, static electric field of strength $F$ points along $z$. Treat the electron non-relativistically and use Hartree atomic units, so that

$$H_0=-\tfrac12\nabla^2-\frac1r,\qquad E_0=-\tfrac12,\qquad \psi_0=\frac{u_0(r)}{r}Y_{00},\qquad u_0=2r\,e^{-r}.$$

The polarizability $\alpha$ is defined by the perturbation series $E(F)=E_0-\tfrac12\alpha F^2+O(F^4)$. You may use $\int_0^\infty r^n e^{-2r}dr=n!/2^{n+1}$.

## Part (a): the radial equation

**Question.** Derive the equation for the first-order wave function. Reduce it to a radial equation $Aw=b$ with $b=r u_0$, and express $\alpha$ through $b$ and $w$.

**Answer.** The electron has charge $-1$, so its energy in the field is $+Fz$. Insert $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ and $E=E_0+FE_1+F^2E_2+\dots$ into $(H_0+Fz)\psi=E\psi$. The first two orders give

$$(H_0-E_0)\psi_1=(E_1-z)\psi_0,\qquad (H_0-E_0)\psi_2=(E_1-z)\psi_1+E_2\psi_0 .$$

Projecting each on $\psi_0$ makes the left side vanish. The first projection gives $E_1=\langle\psi_0|z|\psi_0\rangle=0$ by parity. The second gives $E_2=\langle\psi_0|z|\psi_1\rangle$. Hence

$$(H_0-E_0)\psi_1=-z\psi_0,\qquad \alpha=-2\langle\psi_0|z|\psi_1\rangle .$$

The first of these is the Dalgarno–Lewis equation. It replaces the sum over excited states by one linear equation. A multiple of $\psi_0$ may be added to $\psi_1$, but it does not change $\alpha$ because $\langle z\rangle=0$; we set it to zero.

Since $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$, we have $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. With $z=r\cos\theta$,

$$z\psi_0=\frac{1}{\sqrt3}\frac{b(r)}{r}Y_{10},\qquad b=r u_0=2r^2e^{-r}.$$

The source is a pure p wave, and $H_0$ conserves angular momentum. We therefore write $\psi_1=-\frac1{\sqrt3}\frac{w(r)}{r}Y_{10}$. For $l=1$ the centrifugal term is $l(l+1)/(2r^2)=1/r^2$, and $-E_0=+\frac12$. The common factor $-1/\sqrt3$ cancels, leaving

$$Aw=b,\qquad A=-\frac12\frac{d^2}{dr^2}+V(r),\qquad V=\frac1{r^2}-\frac1r+\frac12,$$

with $w=0$ at the origin and at infinity. The angular functions are normalized and the volume element supplies $r^2dr$, so $\langle\psi_0|z|\psi_1\rangle=-\frac13\int bw\,dr$ and

$$\alpha=\frac23\int_0^\infty b\,w\,dr .$$

Strictly, a uniform field lets the electron tunnel away, so no bound state survives at finite $F$. The coefficient $\alpha$ describes the weak-field series.

## Part (b): the matrix

**Question.** Put the equation on the grid $r_i=ih$, $i=1,\dots,N$, with $w=0$ at $r=0$ and at $r=R=(N+1)h$. Use the three-point second derivative. Prove that the matrix is symmetric and positive definite.

**Answer.** The three-point formula is $w''(r_i)\approx(w_{i+1}-2w_i+w_{i-1})/h^2$. The matrix $A_h$ therefore has diagonal elements $1/h^2+V(r_i)$ and neighbouring elements $-1/(2h^2)$. It is symmetric. For any vector $x$, with $x_0=x_{N+1}=0$,

$$x\cdot A_hx=\frac1{2h^2}\sum_{i=0}^{N}(x_{i+1}-x_i)^2+\sum_{i=1}^N V(r_i)x_i^2 .$$

Expanding the squares confirms this: each $x_i^2$ appears twice and each product $x_ix_{i+1}$ appears with factor $-2$. Completing the square in the potential gives

$$V(r)=\Big(\frac1r-\frac12\Big)^2+\frac14\ \ge\ \frac14 .$$

So $x\cdot A_hx\ge\frac14\,x\cdot x$, for every $h$ and $R$.

The physical reason is that the lowest p level lies above the ground state. In the continuum the smallest eigenvalue of $A$ is $E_{2p}-E_{1s}=-\frac18+\frac12=\frac38$. The grid with $h=0.05$ and $R=20$ bohr gives 0.37500 hartree; here a grid shift of about $-6\times10^{-6}$ and a wall shift of about $+5\times10^{-6}$ nearly cancel, and with $R=40$ bohr the value is 0.37499. If a frequency $\omega>\frac38$ were subtracted from $A$, the operator would have a negative eigenvalue and the minimization used below would fail.

## Part (c): conjugate gradients

**Question.** Derive the conjugate-gradient iteration from the minimization of $J(x)=\frac12x\cdot A_hx-b\cdot x$, starting from $x_0=0$. Show that, in exact arithmetic, the estimates $\alpha_k=\frac23h\,b\cdot x_k$ never decrease, and relate their error to that of $x_k$.

**Answer.** Here $x_k$ denotes the $k$th iterate, a whole vector. The gradient of $J$ is $A_hx-b$, so the minimum is the solution $w_h$ of $A_hw_h=b$. Define the residual $g_k=b-A_hx_k$, and move along a direction $p_k$:

$$x_{k+1}=x_k+s_kp_k,\qquad g_{k+1}=g_k-s_kA_hp_k .$$

Setting $dJ/ds_k=s_k\,p_k\cdot A_hp_k-p_k\cdot g_k=0$ fixes $s_k$ and makes $g_{k+1}\cdot p_k=0$. Take $p_0=g_0=b$ and $p_{k+1}=g_{k+1}+\beta_kp_k$, with $\beta_k$ chosen so that $p_{k+1}\cdot A_hp_k=0$.

These local choices imply global ones. Suppose that, up to index $k$, the directions satisfy $p_i\cdot A_hp_j=0$ for $i\ne j$, that $g_k\cdot p_i=0$ for $i<k$, and that $p_0,\dots,p_k$ and $g_0,\dots,g_k$ both span $K_{k+1}=\mathrm{span}\{b,A_hb,\dots,A_h^kb\}$. Then:

- For $i<k$, $p_i\cdot g_{k+1}=p_i\cdot g_k-s_k\,p_i\cdot A_hp_k=0$. The case $i=k$ was imposed. So $g_{k+1}$ is orthogonal to $K_{k+1}$.
- For $i<k$, $A_hp_i=(g_i-g_{i+1})/s_i$ lies in $K_{k+1}$, so $g_{k+1}\cdot A_hp_i=0$ and hence $p_{k+1}\cdot A_hp_i=0$. The case $i=k$ was imposed.
- The vector $g_{k+1}$ lies in $K_{k+2}$. If it is not zero, it is a new direction there, so the spans agree at the next index too.

The statements hold at $k=0$, so they hold until the residual vanishes. Since $g_k\cdot p_{k-1}=0$, we have $p_k\cdot g_k=g_k\cdot g_k$. Also $g_{k+1}\cdot A_hp_k=-g_{k+1}\cdot g_{k+1}/s_k$, because $g_{k+1}\cdot g_k=0$. The coefficients become

$$s_k=\frac{g_k\cdot g_k}{p_k\cdot A_hp_k}>0,\qquad \beta_k=-\frac{g_{k+1}\cdot A_hp_k}{p_k\cdot A_hp_k}=\frac{g_{k+1}\cdot g_{k+1}}{g_k\cdot g_k}.$$

The iterate $x_k$ lies in $K_k$, and its residual is orthogonal to $K_k$. As $J$ is convex, $x_k$ minimizes $J$ over all of $K_k$. In particular $x_k\cdot g_k=0$, so $x_k\cdot A_hx_k=b\cdot x_k$ and $J(x_k)=-\frac12b\cdot x_k$. The spaces $K_k$ are nested, so $J(x_k)$ cannot rise and $\alpha_k$ cannot fall.

With $e_k=w_h-x_k$ and $\alpha_h=\frac23h\,b\cdot w_h$,

$$e_k\cdot A_he_k=b\cdot w_h-2b\cdot x_k+x_k\cdot A_hx_k=b\cdot w_h-b\cdot x_k,$$

$$\alpha_h-\alpha_k=\tfrac23h\;e_k\cdot A_he_k .$$

The error of $\alpha_k$ is thus quadratic in the error of the wave function. Since $e_0=w_h$, dividing by the same relation at $k=0$ gives $(\alpha_h-\alpha_k)/\alpha_h=\varepsilon_k^2$, where $\varepsilon_k=\sqrt{e_k\cdot A_he_k/(e_0\cdot A_he_0)}$ is the relative energy-norm error.

## Part (d): one step by hand

**Question.** Find $\alpha_1$ in the limit $h\to0$, $R\to\infty$, and interpret the first iterate.

**Answer.** The first iterate is $x_1=s_0b$ with $s_0=b\cdot b/(b\cdot A_hb)$. In the limit, $h$ times a sum becomes an integral, so

$$\alpha_1=\frac23\,\frac{\left(\int b^2dr\right)^2}{\int b\,Ab\,dr}.$$

To apply $A$, use $(r^ne^{-r})''=[n(n-1)r^{n-2}-2nr^{n-1}+r^n]e^{-r}$. The terms in $r^n$ cancel against the $\frac12$ in $V$, and

$$A\,(r^ne^{-r})=\Big[\Big(1-\frac{n(n-1)}2\Big)r^{n-2}+(n-1)r^{n-1}\Big]e^{-r}.$$

For $n=2$ this is $re^{-r}$, so $Ab=2re^{-r}=u_0$. Then

$$\int b^2dr=4\cdot\frac{4!}{2^5}=3,\qquad \int b\,u_0\,dr=4\cdot\frac{3!}{2^4}=\frac32,\qquad \alpha_1=\frac23\cdot\frac{9}{3/2}=4 .$$

Here $s_0=3/(3/2)=2$, so the step approximates $\psi_1$ by $-2z\psi_0$. This amounts to replacing $H_0-E_0$ by a single excitation energy of $\frac12$ hartree. On the grid with $h=0.05$ bohr the first estimate is 4.0008.

## Part (e): the closed solution

**Question.** Solve $Aw=b$ in closed form and find $\alpha$.

**Answer.** Try $w=(c_2r^2+c_3r^3)e^{-r}$, which satisfies both boundary conditions. The formula of part (d) gives $A(r^3e^{-r})=(-2r+2r^2)e^{-r}$, so

$$Aw=\big[(c_2-2c_3)r+2c_3r^2\big]e^{-r}.$$

Matching to $2r^2e^{-r}$ requires $c_3=1$ and $c_2=2$:

$$w=(2r^2+r^3)e^{-r}.$$

This solution is unique, because $A$ is positive. The polarizability is

$$\alpha=\frac23\int_0^\infty(4r^4+2r^5)e^{-2r}dr=\frac23\Big(4\cdot\frac{24}{32}+2\cdot\frac{120}{64}\Big)=\frac23\Big(3+\frac{15}4\Big)=\frac92 .$$

As a volume this is $\frac92a_0^3=0.6668$ Å$^3$, with $a_0$ the Bohr radius.

Since $w/b=1+r/2$, the response is $\psi_1=-(1+r/2)z\psi_0$. Relative to $z\psi_0$, the outer part of the atom responds more strongly, which a single excitation energy cannot describe. On the $h=0.05$ grid the 2p state supplies 2.96 of the 4.50 atomic units. The other p states in the box, which stand for the higher bound states and the continuum, supply the remaining third.

An independent check avoids the linear equation altogether. Diagonalizing $H_0+Fz$ in a small s and p basis (four functions $r^pe^{-r}$ per channel, which include the exact $u_0$ and $w$; with exponent 0.8 instead of 1, four functions extrapolate to 4.5003 and sixteen to 4.500000) gives $-2[E(F)-E(0)]/F^2=4.500207$ at $F=0.002$ and $4.500827$ at $F=0.004$ atomic units. Removing the term in $F^2$ gives $(4\times4.500207-4.500827)/3=4.500000$. States with $l=2$ first affect the energy at order $F^4$, so they are not needed for $\alpha$. They do change the two finite-field values, to 4.500445 and 4.501780, so the s and p numbers above are not those of the full atom at these fields.

## Part (f): the grid error

**Question.** Find the leading difference between $\alpha_h$ and $\alpha$ for a large box, and use it to improve the numerical results.

**Answer.** Taylor expansion of the three-point formula gives $w''+\frac{h^2}{12}w''''+\dots$. The exact $w$, sampled on the grid, therefore satisfies $A_hw=b-\frac{h^2}{24}w''''$ to leading order. Subtracting this from $A_hw_h=b$,

$$A_h(w_h-w)=\frac{h^2}{24}w''''.$$

Because the eigenvalues of $A_h$ are at least $\frac14$, $w_h-w$ is itself of order $h^2$. Using $b=A_hw_h$ and the symmetry of $A_h$,

$$b\cdot(w_h-w)=w_h\cdot A_h(w_h-w)\approx\frac{h^2}{24}\,w\cdot w''''.$$

Multiply by $\frac23h$ and turn the sum into an integral. In two integrations by parts the boundary terms vanish, since $w$ and $w'$ are zero at both ends:

$$\alpha_h-\alpha\approx\frac{h^2}{36}\int_0^\infty w\,w''''dr=\frac{h^2}{36}\int_0^\infty(w'')^2dr .$$

Replacing $\int bw\,dr$ by a sum adds nothing at this order. The end corrections to the sum involve odd derivatives of $bw$, and the first and third vanish at $r=0$ because $bw\approx4r^4$ there. The effect of the wall at $R$ is exponentially small.

Differentiating twice gives $w''=(4-2r-4r^2+r^3)e^{-r}$, whose square is $(16-16r-28r^2+24r^3+12r^4-8r^5+r^6)e^{-2r}$. Integrating term by term,

$$\int_0^\infty(w'')^2dr=8-4-7+9+9-15+\frac{45}8=\frac{45}8,\qquad \alpha_h\approx\frac92+\frac{5}{32}h^2 .$$

The predicted coefficient is $5/32=0.15625$. Conjugate gradients with $R=20$ bohr, stopped when the residual fell to $10^{-10}$ of $b$ in norm, gave:

| $h$ (bohr) | $N$ | iterations | $\alpha_h$ (a.u.) | $(\alpha_h-\frac92)/h^2$ |
|---|---|---|---|---|
| 0.100 | 199 | 194 | 4.5015644 | 0.15644 |
| 0.050 | 399 | 388 | 4.5003907 | 0.15630 |
| 0.025 | 799 | 776 | 4.5000977 | 0.15626 |

Combining the two finest grids cancels the $h^2$ term:

$$\frac{4\times4.5000977-4.5003907}{3}=4.5000000 .$$

The grid value $\alpha_h$ lies slightly above $\frac92$. Only the p-wave equation was discretized here; $u_0$ and $E_0$ are exact. If they are also taken from the same grid, the excess has the same sign but is much larger, about $3.4h^2$, and the coefficient $5/32$ no longer applies. For a wave $\sin qr$ the three-point formula gives the kinetic energy $(1-\cos qh)/h^2$, which does not exceed the true $q^2/2$, so the discretized p-wave operator resists distortion less. This accounts for the sign of the $5/32$ term; the rest of the $3.4h^2$ comes from the changed $u_0$ and $E_0$. The lower bound of part (c) therefore refers to $\alpha_h$, not to $\frac92$.

## Part (g): the number of iterations

**Question.** Bound the convergence rate and its dependence on $h$. Compare with the runs.

**Answer.** First bound the largest eigenvalue $\lambda_{\max}$. Applying $A_hv=\lambda v$ at the largest component of $v$ shows that $\lambda$ cannot exceed the largest value of a diagonal element plus the magnitudes of its neighbours in the row. The first row gives $\frac{5}{2h^2}-\frac1h+\frac12$, and the others at most $\frac{9}{4h^2}+\frac12$. Both are below $5/(2h^2)$ for $h\le0.7$. With $\lambda_{\min}\ge\frac14$, the condition number obeys $\kappa=\lambda_{\max}/\lambda_{\min}\le10/h^2$.

Next, $x_k$ is a polynomial in $A_h$ acting on $b=A_hw_h$. Hence $e_k=q(A_h)w_h$, where $q$ has degree at most $k$ and $q(0)=1$. Since $e\cdot A_he=2J(x)+b\cdot w_h$ for any $x$ with $e=w_h-x$, conjugate gradients select the best such $q$. Any other choice gives an upper bound, $\varepsilon_k\le\max_\lambda|q(\lambda)|$ over the spectrum. Choose

$$q(\lambda)=\frac{T_k\!\left(\frac{\lambda_{\max}+\lambda_{\min}-2\lambda}{\lambda_{\max}-\lambda_{\min}}\right)}{T_k(m)},\qquad m=\frac{\kappa+1}{\kappa-1},$$

with $T_k$ the Chebyshev polynomial. The numerator is at most 1 in magnitude on the spectrum. For $m>1$, $T_k(m)\ge\frac12(m+\sqrt{m^2-1})^k$, and $m+\sqrt{m^2-1}=(\sqrt\kappa+1)/(\sqrt\kappa-1)$. Therefore

$$\varepsilon_k\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^k .$$

For large $\kappa$ the bracket is about $e^{-2/\sqrt\kappa}$. A fixed $\varepsilon$ is thus guaranteed after about $\frac12\sqrt\kappa\ln(2/\varepsilon)$ iterations, a number that grows as $1/h$.

For $h=0.05$ bohr, $\lambda_{\max}=909.42$ hartree, below the limit of 1000, and $\kappa=2425$. The bound shrinks by a factor 0.9602 per iteration. The run gave:

| $k$ | $\alpha_k$ (a.u.) | $\varepsilon_k$ |
|---|---|---|
| 1 | 4.0008 | 0.333 |
| 10 | 4.3130 | 0.204 |
| 50 | 4.4946 | 0.0359 |
| 100 | 4.500323 | 0.00388 |
| 150 | 4.500390 | 0.000400 |

At $k=100$ the error relation predicts $\alpha_h-\alpha_k=4.5004\times(0.00388)^2=6.8\times10^{-5}$, which agrees with $4.5003907-4.5003230$. The polarizability is within $10^{-6}$ of $\alpha_h$ at $k=147$, long before the residual criterion is met at $k=388$. Rounding delays convergence slightly: if orthogonality is kept as in exact arithmetic, these counts are 146 and 385, $\alpha_{100}=4.500325$, $\varepsilon_{100}=0.00381$, $\varepsilon_{150}=0.000385$, and the counts of part (f) become 193, 385 and 770.

The iteration counts in part (f) double when $h$ is halved, which is consistent with the $1/h$ growth of the bound. They are also about 97% of $N$, the number of steps after which exact arithmetic must end. At fixed $R$ both $\sqrt\kappa$ and $N$ scale as $1/h$, so these runs do not separate the two influences.

Each iteration costs of order $N$ operations, so when $h$ is refined at fixed $R$ the full solution costs of order $N^2$. Direct elimination of a tridiagonal matrix costs of order $N$ and is the cheaper method for this one-dimensional problem. Conjugate gradients need no factorization, only products $A_hp$, which is useful when the matrix is too large to factorize.

## Computed values

```
box radius R = 20.0 bohr
CG stopping relative residual = 1e-10
exact alpha from closed solution = 4.5000 a.u.
integral of b^2 = 3.0000 a.u.
integral of b A b = 1.5000 a.u.
continuum alpha after one CG step = 4.0000 a.u.
integral of (w'')^2 = 5.6250 a.u.
predicted (alpha_h - 9/2)/h^2 = 0.15625 a.u.
h = 0.100 bohr: points 199, iterations 194, alpha_h = 4.5015644 a.u., (alpha_h - 9/2)/h^2 = 0.15644 a.u.
h = 0.050 bohr: points 399, iterations 388, alpha_h = 4.5003907 a.u., (alpha_h - 9/2)/h^2 = 0.15630 a.u.
h = 0.025 bohr: points 799, iterations 776, alpha_h = 4.5000977 a.u., (alpha_h - 9/2)/h^2 = 0.15626 a.u.
iteration growth per halving of h = 2.00, 2.00
extrapolated alpha (two finest grids) = 4.5000000 a.u.
extrapolated alpha as volume = 0.6668 cubic angstrom
details below: grid with h = 0.050 bohr
lowest eigenvalue of A = 0.37500 hartree
highest eigenvalue of A = 909.42 hartree
upper limit 5/(2 h^2) = 1000.00 hartree
condition number = 2425.1
Chebyshev factor per iteration = 0.96020
k = 1: alpha_k = 4.0008333 a.u., relative energy-norm error = 3.33e-01
k = 2: alpha_k = 4.1370061 a.u., relative energy-norm error = 2.84e-01
k = 3: alpha_k = 4.1622306 a.u., relative energy-norm error = 2.74e-01
k = 5: alpha_k = 4.2138759 a.u., relative energy-norm error = 2.52e-01
k = 10: alpha_k = 4.3129996 a.u., relative energy-norm error = 2.04e-01
k = 20: alpha_k = 4.4208690 a.u., relative energy-norm error = 1.33e-01
k = 50: alpha_k = 4.4945915 a.u., relative energy-norm error = 3.59e-02
k = 100: alpha_k = 4.5003230 a.u., relative energy-norm error = 3.88e-03
k = 150: alpha_k = 4.5003900 a.u., relative energy-norm error = 4.00e-04
k = 200: alpha_k = 4.5003907 a.u., relative energy-norm error = 3.99e-05
first k with alpha_h - alpha_k below 1e-6 a.u. = 147
r = 1.0 bohr: w from CG = 1.103939, exact w = 1.103638 a.u.
r = 2.0 bohr: w from CG = 2.165628, exact w = 2.165365 a.u.
r = 4.0 bohr: w from CG = 1.758312, exact w = 1.758301 a.u.
r = 8.0 bohr: w from CG = 0.214695, exact w = 0.214696 a.u.
largest error of w on the grid = 3.27e-04 a.u.
sum over grid p states = 4.5003907 a.u.
share of the 2p state = 2.9614 a.u.
finite fields used = 0.002 and 0.004 a.u.
alpha from each field = 4.500207, 4.500827 a.u.
alpha extrapolated to zero field = 4.500000 a.u.
```
